How an oxygen chemical-potential error shifts a predicted phase-boundary pressure

**Problem**

A calculated phase diagram shows which oxide of a metal is stable in O₂ gas at temperature T and pressure p. Suppose that the calculated chemical potential of oxygen in the gas, counted per O atom, is wrong by δ, defined as calculated minus true.

(a) By how many decades does the predicted pressure of a boundary between two solid phases change? Evaluate the answer for |δ| = 0.1 eV at 600 K.

(b) What changes if 0.1 eV is instead the error per O₂ molecule, or the error in the energy of one of the solids?

(c) If the pressure is held fixed, how far does the boundary move in temperature?

For numbers, take a model metal M with oxides MO and MO₁.₅. Oxidation releases 1.60 eV per added O atom from M to MO and 0.90 eV per added O atom from MO to MO₁.₅. Each O atom in a solid contributes three harmonic oscillators of quantum 0.050 eV and a volume of 70 bohr³; the metal's own vibrations are taken to be the same in all three phases. Energies are in eV, and k is Boltzmann's constant.

**Solution**

**The gas.** At equilibrium, moving one O₂ molecule from the gas into the solids as two O atoms costs no free energy. Hence

μ_O = μ_O₂/2.

The zero of μ_O is half the electronic energy of O₂ at its equilibrium bond length, so zero-point vibration is part of μ_O. The oxidation energies above refer to the same zero. It is the true value and stays fixed when errors are introduced below, so an error in the calculated electronic energy of O₂ is part of δ.

For N independent molecules in volume V the partition function is q^N/N!, with

q = Vz/λ³, λ = h/√(2πmkT).

Here m is the molecular mass, and z collects spin, rotation and vibration. With Stirling's formula, ln N! ≈ N ln N − N, the Helmholtz free energy is

F = −kT (N ln q − N ln N + N).

Differentiating at fixed T and V gives

μ_O₂ = ∂F/∂N = −kT (ln q − ln N − 1 + 1) = −kT ln(q/N).

The ideal-gas law gives V/N = kT/p, so q/N = kTz/(pλ³) and

μ_O₂ = kT ln[pλ³/(kTz)].

At fixed T the pressure appears only in the logarithm. Halving, and subtracting the same expression at a reference pressure p° = 1 bar, leaves

μ_O(T,p) = μ_O(T,p°) + (kT/2) ln(p/p°).  (1)

The factor 1/2 is there because one molecule supplies two atoms. It becomes a factor 2 when the relation is solved for the pressure.

**The boundary.** Let phase i have Gibbs energy G_i and n_i O atoms, both per metal atom. In contact with the gas, the stable phase has the lowest value of

Ω_i = G_i − n_i μ_O.

Phases A and B, with n_B > n_A, coexist when Ω_A = Ω_B. Collecting the terms in μ_O gives

μ* = (G_B − G_A)/(n_B − n_A).  (2)

The solids depend on pressure through pv, which is 6.5 × 10⁻⁶ eV per O atom at 1 bar. This is negligible beside 0.1 eV, so μ* is a property of the solids at the given temperature. Setting μ_O(T,p*) = μ* in (1) gives the boundary pressure:

ln(p*/p°) = 2[μ* − μ_O(T,p°)]/(kT).  (3)

**(a) The shift.** The true boundary pressure satisfies μ_O(T,p_true) = μ*. The calculation uses μ_O + δ for the gas, so it places the boundary where

μ_O(T,p_pred) + δ = μ*.

Subtracting the first condition from the second gives μ_O(T,p_pred) − μ_O(T,p_true) = −δ. By (1), the left side is (kT/2) ln(p_pred/p_true). Therefore

ln(p_pred/p_true) = −2δ/(kT),

log₁₀(p_pred/p_true) = −2δ/(kT ln 10).  (4)

At 600 K, kT = 0.05170 eV. For |δ| = 0.1 eV the size of the shift is

2 × 0.1/(0.05170 × 2.3026) = 1.68 decades,

or about 1.7 decades, a factor of 48 in pressure. If the calculated μ_O is too high, the gas appears too willing to give up oxygen. The oxygen-rich phase then looks too stable, and its boundary is predicted at too low a pressure.

The oxidation energy and the oxygen contents have dropped out of (4). The oxidation energy per added O atom still enters the pressure that is being shifted, through μ* in (3). To see this in numbers, (3) needs μ_O at 1 bar. A spin-unrestricted PBE calculation in the def2-SVP basis gives O₂ a bond length of 2.293 bohr and a harmonic quantum of 0.200 eV. With spin degeneracy 3 and the odd rotational levels allowed for ¹⁶O₂, the result is μ_O(600 K, 1 bar) = −0.5613 eV. This treatment leaves out anharmonicity, excited electronic states and the remaining errors of the functional and basis.

The vibrational free energy of the solid, per O atom, is

3[0.025 + 0.05170 ln(1 − e^(−0.050/0.05170))] = 0.0008 eV.

It is small here because the zero-point part, +0.075 eV, nearly cancels the thermal part. For MO/MO₁.₅, then, μ* = −0.9000 + 0.0008 = −0.8992 eV, and

log₁₀(p*/bar) = 2(−0.8992 + 0.5613)/(0.05170 × 2.3026) = −5.68.

The boundary lies at 2.1 × 10⁻⁶ bar. It is predicted at 4.4 × 10⁻⁸ bar if μ_O is 0.1 eV too high, and at 1.0 × 10⁻⁴ bar if μ_O is 0.1 eV too low. An uncertainty of ±0.1 eV thus spans 3.36 decades.

For M/MO the same steps give μ* = −1.5992 eV and a pressure of 3.7 × 10⁻¹⁸ bar, almost twelve decades lower. An error of +0.1 eV takes it to 7.6 × 10⁻²⁰ bar, which is again a shift of 1.68 decades. A numerical search for the phase of lowest Ω, made without using (4), reproduces the shifts at both boundaries.

The molecular constants matter little on this scale. A bond longer by 2 % raises the MO/MO₁.₅ pressure by 0.017 decades, and a vibrational quantum larger by 5 % lowers it by 0.044 decades. The response to a further 0.1 eV error is unchanged in both cases.

**(b) Where the error sits.** An error of 0.1 eV per O₂ molecule means δ = 0.05 eV per atom, and the shift is halved to 0.84 decades. An error quoted for oxygen therefore has to say whether it is per atom or per molecule.

Now let the energies of the solids also be wrong, by ε_A and ε_B per metal atom. Equation (2) shows that the calculated μ* changes by (ε_B − ε_A)/(n_B − n_A). The predicted boundary then satisfies

μ_O(T,p_pred) + δ = μ* + (ε_B − ε_A)/(n_B − n_A),

and subtracting the true condition as before gives

ln(p_pred/p_true) = (2/kT) [(ε_B − ε_A)/(n_B − n_A) − δ].  (5)

Suppose that MO₁.₅ alone is too high by 0.1 eV per metal atom. Its oxygen content exceeds that of MO by 0.5, so μ* rises by 0.1/0.5 = 0.2 eV. The predicted pressure rises by 3.36 decades, twice the shift in (a). Phases that differ little in oxygen content are sensitive to small errors in their energy difference.

If the solids carry the same error per O atom as the gas, then ε_i = n_i δ. The first term in the bracket of (5) becomes δ, and the shift vanishes. What counts is the error per O atom in the gas relative to the error per added O atom in the solids. An error found for the isolated molecule therefore cannot be turned into decades until the error in the energy difference between the two solids is known. An error common to both solids, per metal atom, cancels.

An error in one solid can also change which phases appear. If MO is too high by ε, the M/MO boundary moves to −1.60 + ε, and the MO/MO₁.₅ boundary moves to −0.90 − 2ε, apart from the common vibrational term. They meet when 3ε = 0.70 eV, or ε = 0.233 eV. Beyond that, MO is missing from the predicted diagram, and (5) no longer describes its boundaries. A gas error alone cannot remove a phase from the sequence, because it leaves every μ* unchanged and, at a given temperature, shifts all boundaries by the same number of decades. It can still carry a boundary out of the pressure range that is plotted: at 900 K an error of −0.1 eV moves the MO/MO₁.₅ boundary from below 1 bar to above it.

The cases compare as follows. A minus sign means that the predicted pressure is too low.

| Error | Boundary | T (K) | Shift (decades) |
|---|---|---:|---:|
| Gas, +0.1 eV per O | M/MO | 300 | −3.36 |
| Gas, +0.1 eV per O | M/MO | 600 | −1.68 |
| Gas, +0.1 eV per O | M/MO | 900 | −1.12 |
| Gas, +0.1 eV per O | M/MO | 1200 | −0.84 |
| Gas, +0.1 eV per O₂ | MO/MO₁.₅ | 600 | −0.84 |
| MO₁.₅, +0.1 eV per M | MO/MO₁.₅ | 600 | +3.36 |
| Gas and solids, +0.1 eV per O | MO/MO₁.₅ | 600 | 0.00 |

The first four rows show the 1/T dependence of (4). At 300 K the M/MO boundary lies near 10⁻⁴⁴ bar, far less than one molecule per cubic metre, so there the pressure is only a label for μ_O. A fixed energy error is largest on the pressure scale when the gas is cold, because a given change of μ_O then needs a larger pressure ratio. Read backwards, (4) says that one decade at 600 K corresponds to kT ln(10)/2 = 0.0595 eV per O atom. An error of 0.1 eV is worth one decade at 1008 K.

**(c) The shift in temperature.** Hold p fixed, take δ independent of temperature, and define

D(T) = μ_O(T,p) − μ*(T).

The true boundary temperature T₀ satisfies D(T₀) = 0, and the predicted one satisfies D(T₀ + ΔT) + δ = 0. To first order in ΔT,

D′(T₀) ΔT = −δ.

A chemical potential falls with temperature at the rate of the entropy it carries. Hence D′ = −Δs, where Δs is the entropy per O atom in the gas minus that in the solid, and ΔT = δ/Δs. On the boundary the free energies are equal, so the enthalpy of oxygen release per O atom obeys Δh = T₀Δs. Substituting for Δs,

ΔT = δT₀/Δh.  (6)

For MO/MO₁.₅ at 600 K, the gas enthalpy per O atom is half of the molecular value. Translation with the pV term gives (5/2)kT/2 = 0.065 eV, rotation gives close to kT/2 = 0.026 eV, and vibration gives 0.052 eV, for a sum of 0.143 eV. The added oxygen in the solid has −0.900 eV plus 0.167 eV of vibrational energy, or −0.733 eV. The difference is Δh = 0.876 eV, and

ΔT = 0.1 × 600/0.876 = 68.5 K.

Solving D(T) + δ = 0 without linearizing gives 68.7 K, so the first-order result is adequate here. With μ_O too high, MO₁.₅ is predicted to survive to a temperature about 69 K above the true boundary. For this boundary, the error that looks like a factor of 48 on a pressure axis is a change of about 11 % on the temperature axis. Unlike the pressure shift, the temperature shift depends on the boundary. For M/MO at 600 K, Δh is larger by 0.70 eV, about 1.58 eV, and (6) gives 38 K, or about 6 %.

**Conditions.** Equation (4) assumes an ideal gas. In a real gas (1) holds with the fugacity in place of p, and (4) then gives the shift in fugacity, provided that the pv term of the solids is still negligible. In a mixture of ideal gases, p is the partial pressure of O₂. Fixed oxygen contents are not essential for a pure gas error. If n_i varies with μ_O, the curves Ω_A(μ_O) and Ω_B(μ_O) still cross at a μ* set by the solids alone, and the argument leading to (4) is unchanged. The result concerns equilibrium and does not say whether the transformation is fast enough to be seen.

The numerical output below lists the main values.

Values computed for the example and the checks

```
O2 from PBE/def2-SVP, spin-unrestricted
  bond length: 2.293 bohr
  harmonic quantum: 0.1997 eV
Temperature: 600 K; error per O atom: 0.10 eV
kT: 0.05170 eV
Slope of mu_O in ln p, from box sum: 0.02585 eV
kT/2: 0.02585 eV
mu_O at 600 K and 1 bar: -0.5613 eV
Model solids
  energy M to MO: -1.60 eV per O
  energy MO to MO1.5: -0.90 eV per O
  oscillator quantum: 0.050 eV, three per O
  volume: 70 bohr^3 per O
  vibrational free energy at 600 K: 0.00080 eV per O
  p*v at 1 bar: 6.47e-06 eV per O
Boundary M/MO at 600 K
  mu_O at boundary: -1.5992 eV
  log10(p/bar), no error: -17.437
  p, no error: 3.658e-18 bar
  p, mu_O too high by 0.1 eV: 7.644e-20 bar
  p, mu_O too low by 0.1 eV: 1.751e-16 bar
  shifts: -1.6799 and +1.6799 decades
Boundary MO/MO1.5 at 600 K
  mu_O at boundary: -0.8992 eV
  log10(p/bar), no error: -5.677
  p, no error: 2.102e-06 bar
  p, mu_O too high by 0.1 eV: 4.393e-08 bar
  p, mu_O too low by 0.1 eV: 1.006e-04 bar
  shifts: -1.6799 and +1.6799 decades
Formula 2*delta/(kT ln 10): 1.6799 decades
Pressure factor: 47.9
Width of band for +-0.1 eV: 3.360 decades
Other errors, boundary MO/MO1.5 at 600 K
  +0.1 eV per O2 molecule: -0.8400 decades
  +0.1 eV in MO1.5 per metal atom: +3.3599 decades
  +0.1 eV per O in gas and solids: 0.0000 decades
  bond length +2 %: +0.0172 decades
  harmonic quantum +5 %: -0.0436 decades
Shift of M/MO for mu_O too high by 0.1 eV
  300 K: -3.360 decades
  600 K: -1.680 decades
  900 K: -1.120 decades
  1200 K: -0.840 decades
Error per O worth one decade at 600 K: 0.0595 eV
Temperature where 0.1 eV is one decade: 1008 K
MO/MO1.5 at fixed pressure, mu_O too high by 0.1 eV
  enthalpy of oxygen release: 0.8755 eV per O
  temperature shift, first order: +68.5 K
  temperature shift, full solution: +68.7 K
```
